# Strain Jump at the Coercive Field of a Uniform Ferroelectric: a program that tests the result

```python
# Result under test: for E = -a P + b P^3 and strain x = Q P^2 (zero at P = 0),
# uniform switching at the coercive field takes P from -P_c to +2 P_c,
# with P_c = sqrt(a/(3b)), so the strain becomes four times as large.
# a, b: Landau coefficients at zero stress; P_s = sqrt(a/b): remanent polarization;
# Q: longitudinal electrostriction coefficient. SI units inside, device units printed.
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0, k as k_B
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Rough typical values, regime of tetragonal lead zirconate titanate
P_s = 0.50
a = 1.0e8
b = a / P_s**2
Q = 0.09
thickness = 500e-9
T = 300.0


def field(P, a1=a, b1=b, c1=0.0):
    return -a1 * P + b1 * P**3 + c1 * P**5


def switching(a1=a, b1=b, c1=0.0):
    """Field maximum on the negative side and the state reached beyond it."""
    top = minimize_scalar(lambda P: -field(P, a1, b1, c1) / (a * P_s),
                          bounds=(-P_s, 0), method="bounded",
                          options={"xatol": 1e-11})
    before = top.x
    E_top = field(before, a1, b1, c1)
    after = brentq(lambda P: field(P, a1, b1, c1) - E_top,
                   -before, 3 * P_s, xtol=1e-15)
    return E_top, before, after


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


# Coercive field, end states and strains: numerical search against formulas
E_c, P_before, P_after = switching()
P_c = np.sqrt(a / (3 * b))
assert close(E_c, 2 * a * P_s / (3 * np.sqrt(3)), 1e-10)
assert close(P_before, -P_c, 1e-6)
assert close(P_after, 2 * P_c, 1e-8)
x_s = Q * P_s**2
x_before, x_after = Q * P_before**2, Q * P_after**2
ratio = x_after / x_before
assert close(ratio, 4, 1e-6)
assert close(x_after - x_before, x_s, 1e-6)


def count_states(E):
    roots = np.roots([b, 0, -a, -E])
    return int(np.sum(abs(roots.imag) < 1e-9))


assert count_states(E_c * (1 - 1e-6)) == 3
assert count_states(E_c * (1 + 1e-6)) == 1

# Symbolic factorization at the coercive field
p, bs, P = sp.symbols("p b P", positive=True)
E_sym = -3 * bs * p**2 * P + bs * P**3
E_c_sym = E_sym.subs(P, -p)
assert sp.expand(E_sym - E_c_sym - bs * (P + p)**2 * (P - 2 * p)) == 0


# Overdamped relaxation just below and just above the coercive field
def relax(P_start, E):
    run = solve_ivp(lambda t, y: (E - field(y)) / a, (0, 5e4), [P_start],
                    method="Radau", rtol=1e-9, atol=1e-12)
    assert run.success
    return run.y[0, -1]


gap = 1e-6
P_below = relax(-P_s, E_c * (1 - gap))
P_above = relax(P_below, E_c * (1 + gap))
assert P_below < 0 < P_above
ratio_dynamic = (P_above / P_below)**2
assert close(4 - ratio_dynamic, 8 * np.sqrt(2 * gap / 3), 0.02)


# Piezoelectric slope from differences of the equilibrium strain
def lower(E):
    return brentq(lambda P: field(P) - E, -3 * P_s, P_before, xtol=1e-15)


def upper(E):
    return brentq(lambda P: field(P) - E, -P_before, 3 * P_s, xtol=1e-15)


def slope(branch, E, h):
    return Q * (branch(E + h)**2 - branch(E - h)**2) / (2 * h)


d_rem = slope(upper, 0.0, 1e-4 * E_c)
d_after = slope(upper, E_c, 1e-4 * E_c)
assert close(d_rem, Q * P_s / a, 1e-5)
assert close(d_after, 4 * Q * P_c / (3 * a), 1e-5)
d_far = slope(lower, E_c * (1 - 1e-4), 1e-6 * E_c)
d_near = slope(lower, E_c * (1 - 1e-6), 1e-8 * E_c)
assert d_far < 0 and close(d_near / d_far, 10, 0.05)

# Fifth-order term carrying a share of the restoring field at P_s
fifth = {}
for share in (0.1, 0.5):
    E5, Pb5, Pa5 = switching(a, (1 - share) * b, share * a / P_s**4)
    fifth[share] = (E5, (Pa5 / Pb5)**2)
assert 1 < fifth[0.5][1] < fifth[0.1][1] < 4

# Reversal through domains at a rough film coercive field; rough breakdown field
E_domain = 5e6
E_break = 1e8
ratio_domain = (upper(E_domain) / lower(E_domain))**2
assert 1 < ratio_domain < 4 and E_c < E_break

# Imperfect screening at two electrodes adds a term linear in P
screening = 0.02e-9
a_dep = 2 * screening / (epsilon_0 * thickness)
E_dep, Pb_dep, Pa_dep = switching(a - a_dep, b)
ratio_dep = (Pa_dep / Pb_dep)**2
assert close(ratio_dep, 4, 1e-6)

# In-plane clamping at the unpolarized lattice size, isotropic elasticity
Y, nu, Q_t = 100e9, 0.3, -0.04
lame = Y * nu / ((1 + nu) * (1 - 2 * nu))
shear = Y / (2 * (1 + nu))


def clamped(P):
    e1 = -Q_t * P**2

    def energy(e3):
        return (lame / 2 * (2 * e1 + e3)**2 + shear * (2 * e1**2 + e3**2)) / Y
    best = minimize_scalar(energy, bracket=(-0.1, 0.1), tol=1e-10)
    return Y * best.fun, Q * P**2 + best.x


b_cl = b + 4 * Y * Q_t**2 / (1 - nu)
Q_cl = Q + 2 * nu * Q_t / (1 - nu)
h = 1e-3
extra = (clamped(0.3 + h)[0] - clamped(0.3 - h)[0]) / (2 * h)
assert close(extra, (b_cl - b) * 0.3**3, 1e-4)
assert close(clamped(0.3)[1], Q_cl * 0.3**2, 1e-5)
E_cl, Pb_cl, Pa_cl = switching(a, b_cl)
x_cl_before, x_cl_after = clamped(Pb_cl)[1], clamped(Pa_cl)[1]
ratio_cl = x_cl_after / x_cl_before
assert close(ratio_cl, 4, 1e-4)

# Adiabatic heating: dissipated energy plus entropy heat, a = a0 (T0 - T)
curie, heat_capacity = 4e5, 3e6
a0 = 1 / (epsilon_0 * curie)
T0 = T + a / a0


def free_energy(P, temp):
    return -a0 * (T0 - temp) * P**2 / 2 + b * P**4 / 4


loss = quad(lambda P: E_c - field(P), P_before, P_after)[0]
assert close(loss, 0.75 * a * P_s**2, 1e-6)
S_after = -(free_energy(P_after, T + 1) - free_energy(P_after, T - 1)) / 2
S_before = -(free_energy(P_before, T + 1) - free_energy(P_before, T - 1)) / 2
heat_entropy = -T * (S_after - S_before)
assert close(heat_entropy, T * a0 * P_s**2 / 2, 1e-6)
warming = (loss + heat_entropy) / heat_capacity
a_warm = a - a0 * warming
P_warm = brentq(lambda P: field(P, a_warm) - E_c, P_c, 3 * P_s)
ratio_warm = (P_warm / P_before)**2
assert 3 < ratio_warm < 4

# Thermal escape of a small capacitor that stays uniform
side = 100e-9
volume = thickness * side**2


def barrier(delta):
    E = E_c * (1 - delta)
    well = lower(E)
    saddle = brentq(lambda P: field(P) - E, P_before, 0, xtol=1e-15)
    return volume * quad(lambda P: field(P) - E, well, saddle)[0] / (k_B * T)


barrier_zero = barrier(1.0)
assert close(barrier_zero, a * P_s**2 / 4 * volume / (k_B * T), 1e-6)
escape = 30.0
delta_T = np.exp(brentq(lambda s: barrier(np.exp(s)) - escape,
                        np.log(1e-6), np.log(0.1)))
E_T = E_c * (1 - delta_T)
ratio_T = (upper(E_T) / lower(E_T))**2
assert 3 < ratio_T < 4

MV = 1e-8
print("INPUTS (rough typical values)")
print(f"remanent polarization P_s = {100*P_s:.1f} uC/cm2")
print(f"a = {a:.3e} m/F; b = {b:.3e} m^5/(C^2 F)")
print(f"Q = {Q:.3f} m^4/C^2; thickness = {thickness*1e9:.0f} nm; T = {T:.0f} K")
print("SWITCHING")
print(f"coercive field E_c = {E_c*MV:.4f} MV/cm = {E_c:.4e} V/m")
print(f"coercive voltage = {E_c*thickness:.2f} V")
print(f"P before = {100*P_before:.2f} uC/cm2")
print(f"P after = {100*P_after:.2f} uC/cm2")
print(f"spontaneous strain x_s = {100*x_s:.3f} %")
print(f"strain before = {100*x_before:.3f} %")
print(f"strain after = {100*x_after:.3f} %")
print(f"strain increment = {100*(x_after-x_before):.3f} %")
print(f"strain ratio = {ratio:.5f}")
print(f"before, from remanent state = {100*(x_before-x_s):.3f} %")
print(f"after, from remanent state = {100*(x_after-x_s):.3f} %")
print(f"relaxation test: relative field gap = {gap:.1e}")
print(f"relaxation test: strain ratio = {ratio_dynamic:.5f}")
print(f"dx/dE at positive remanence = {d_rem*1e12:.1f} pm/V")
print(f"dx/dE just after jump = {d_after*1e12:.1f} pm/V")
print(f"dx/dE at E_c(1-1e-4) = {d_far*1e12:.0f} pm/V")
print(f"dx/dE at E_c(1-1e-6) = {d_near*1e12:.0f} pm/V")
print("NEGLECTED EFFECTS (rough inputs)")
for share, (E5, r5) in fifth.items():
    print(f"P^5 share {share:.1f}: E_c = {E5*MV:.4f} MV/cm, ratio = {r5:.3f}")
print(f"domain switching field = {E_domain*MV:.3f} MV/cm")
print(f"strain ratio at that field = {ratio_domain:.3f}")
print(f"breakdown field = {E_break*MV:.2f} MV/cm; E_c share = {E_c/E_break:.3f}")
print(f"screening length per electrode = {screening*1e9:.3f} nm")
print(f"screening: relative reduction of a = {a_dep/a:.4f}")
print(f"screening: E_c = {E_dep*MV:.4f} MV/cm, ratio = {ratio_dep:.4f}")
print(f"clamping: Y = {Y/1e9:.0f} GPa, Poisson ratio = {nu:.2f}")
print(f"clamping: transverse Q = {Q_t:.3f} m^4/C^2")
print(f"clamping: effective Q = {Q_cl:.4f} m^4/C^2")
print(f"clamping: effective b = {b_cl:.3e} m^5/(C^2 F)")
print(f"clamping: E_c = {E_cl*MV:.4f} MV/cm, ratio = {ratio_cl:.4f}")
print(f"clamping: strain before = {100*x_cl_before:.3f} %")
print(f"clamping: strain after = {100*x_cl_after:.3f} %")
print(f"Curie constant = {curie:.1e} K; T0 = {T0:.0f} K")
print(f"heat capacity = {heat_capacity/1e6:.1f} J/(cm3 K)")
print(f"dissipated energy = {loss/1e6:.2f} J/cm3")
print(f"entropy heat = {heat_entropy/1e6:.2f} J/cm3")
print(f"adiabatic warming = {warming:.1f} K; warm ratio = {ratio_warm:.3f}")
print(f"capacitor side = {side*1e9:.0f} nm")
print(f"uniform barrier at zero field = {barrier_zero:.2e} kT")
print(f"assumed escape barrier = {escape:.0f} kT")
print(f"relative lowering of switching field = {delta_T:.2e}")
print(f"strain ratio at thermal escape = {ratio_T:.3f}")
print("every check passed")
```

Running it gives:

```
INPUTS (rough typical values)
remanent polarization P_s = 50.0 uC/cm2
a = 1.000e+08 m/F; b = 4.000e+08 m^5/(C^2 F)
Q = 0.090 m^4/C^2; thickness = 500 nm; T = 300 K
SWITCHING
coercive field E_c = 0.1925 MV/cm = 1.9245e+07 V/m
coercive voltage = 9.62 V
P before = -28.87 uC/cm2
P after = 57.74 uC/cm2
spontaneous strain x_s = 2.250 %
strain before = 0.750 %
strain after = 3.000 %
strain increment = 2.250 %
strain ratio = 4.00000
before, from remanent state = -1.500 %
after, from remanent state = 0.750 %
relaxation test: relative field gap = 1.0e-06
relaxation test: strain ratio = 3.99348
dx/dE at positive remanence = 450.0 pm/V
dx/dE just after jump = 346.4 pm/V
dx/dE at E_c(1-1e-4) = -31993 pm/V
dx/dE at E_c(1-1e-6) = -318375 pm/V
NEGLECTED EFFECTS (rough inputs)
P^5 share 0.1: E_c = 0.1990 MV/cm, ratio = 3.759
P^5 share 0.5: E_c = 0.2277 MV/cm, ratio = 3.126
domain switching field = 0.050 MV/cm
strain ratio at that field = 1.225
breakdown field = 1.00 MV/cm; E_c share = 0.192
screening length per electrode = 0.020 nm
screening: relative reduction of a = 0.0904
screening: E_c = 0.1670 MV/cm, ratio = 4.0000
clamping: Y = 100 GPa, Poisson ratio = 0.30
clamping: transverse Q = -0.040 m^4/C^2
clamping: effective Q = 0.0557 m^4/C^2
clamping: effective b = 1.314e+09 m^5/(C^2 F)
clamping: E_c = 0.1062 MV/cm, ratio = 4.0000
clamping: strain before = 0.141 %
clamping: strain after = 0.565 %
Curie constant = 4.0e+05 K; T0 = 654 K
heat capacity = 3.0 J/(cm3 K)
dissipated energy = 18.75 J/cm3
entropy heat = 10.59 J/cm3
adiabatic warming = 9.8 K; warm ratio = 3.926
capacitor side = 100 nm
uniform barrier at zero field = 7.54e+06 kT
assumed escape barrier = 30 kT
relative lowering of switching field = 2.57e-04
strain ratio at thermal escape = 3.897
every check passed
```
